# How alcohol suppresses bifluoride in dilute HF and can favour hafnia etching

In a model bath holding 0.50 M hydrofluoric acid, replacing half of the water by alcohol lowers the bifluoride concentration from 19.1 to 7.6 mM. Yet the equilibrium constant for making bifluoride from HF and fluoride rises, from 4.0 to 5.7 M$^{-1}$. Bifluoride becomes scarcer although the association that forms it becomes more favourable.

The resolution is that alcohol suppresses the ionization that supplies fluoride, and this outweighs the stronger association. The argument has conditions: it fails in extremely dilute acid and in a fluoride buffer.

## The system and its conventions

Let $m,f,b,p$ be the concentrations of molecular HF, F$^-$, HF$_2^-$ and solvated protons, as numbers in units of 1 M. The two reactions are

$$\mathrm{HF\rightleftharpoons H^++F^-},\quad K_a=\frac{pf}{m};\qquad \mathrm{HF+F^-\rightleftharpoons HF_2^-},\quad K_b=\frac{b}{mf}.$$

Their sum, $2\mathrm{HF}\rightleftharpoons\mathrm{H^++HF_2^-}$, has the constant $K_2=K_aK_b=pb/m^2$. It makes two ions out of neutral molecules.

No salt or other acid is present at first, so charge neutrality and fluorine conservation require

$$p=f+b,\qquad C=m+f+2b .$$

The total $C$ is held fixed when the solvent changes. Otherwise plain dilution would be mixed with the effect of permittivity. Ions are ideal solutes with solvent-independent radii $r_H,r_F,r_B$, and neutral HF has no transfer energy. Larger fluoride clusters are left out.

## First derivation: charging work and mass action

Build up the charge $q$ on a sphere of radius $r$ in a solvent of relative permittivity $\varepsilon$. The surface potential is $q/(4\pi\varepsilon_0\varepsilon r)$, so the work is

$$W=\int_0^e\frac{q\,dq}{4\pi\varepsilon_0\varepsilon r}=\frac{e^2}{8\pi\varepsilon_0\varepsilon r}.$$

Subtracting the value in water gives the transfer free energy. In units of $kT$ it is

$$\frac{\Delta W}{kT}=\frac{s}{r},\qquad s=\ell\left(\frac1\varepsilon-\frac1{\varepsilon_w}\right),\qquad \ell=\frac{e^2}{8\pi\varepsilon_0kT}.$$

Lower permittivity means $s>0$: every ion becomes more costly, and a small ion more so than a large one.

An equilibrium constant is the exponential of minus the reaction free energy over $kT$. Ionization adds a proton and a fluoride. Association replaces a fluoride by a bifluoride. With

$$u=\frac1{r_H}+\frac1{r_B},\qquad v=\frac1{r_F}-\frac1{r_B},$$

the sum $u+v$ equals $1/r_H+1/r_F$, and therefore

$$\frac{d\ln K_a}{ds}=-(u+v),\qquad \frac{d\ln K_b}{ds}=v,\qquad \frac{d\ln K_2}{ds}=-u .$$

If $r_B>r_F$, then $v>0$. Association spreads the charge over a larger ion, so a poorer solvent favours it.

The concentrations follow by differentiating the balances. Write $x_i=d\ln c_i/ds$ for each species. The logarithms of $K_b$ and $K_2$, with the two conservation laws, give

$$x_b=v+x_m+x_f,\qquad x_p+x_b-2x_m=-u,$$

$$p\,x_p=f x_f+b x_b,\qquad m x_m+f x_f+2b x_b=0 .$$

The first equation gives $x_f=x_b-v-x_m$. In the charge balance, using $f+b=p$, this yields

$$x_p=x_b-\frac fp(v+x_m).$$

Put this into the $K_2$ equation, and put $x_f$ into the fluorine balance:

$$\left(2+\frac fp\right)x_m=2x_b+u-\frac fp v,\qquad (m-f)x_m=fv-(f+2b)x_b .$$

To eliminate $x_m$, multiply the first by $m-f$, the second by $2+f/p$, and equate the right-hand sides:

$$(m-f)\left(2x_b+u-\frac fp v\right)=\left(2+\frac fp\right)\left[fv-(f+2b)x_b\right].$$

The terms in $v$ collect to $vf(2+f/p)+v(f/p)(m-f)=vf(2+m/p)$. The coefficient of $x_b$ is

$$D=2(m-f)+\left(2+\frac fp\right)(f+2b)=2m+f+4b+\frac{fb}{p},$$

where the last form uses $f+2b=p+b$. The result is

$$\boxed{\frac{d\ln b}{ds}=-\frac{u(m-f)-vf(2+m/p)}{D}} \tag{1}$$

Since $D>0$, lowering the permittivity suppresses bifluoride when

$$u(m-f)>vf\left(2+\frac mp\right). \tag{2}$$

## Second derivation: field energy and the Gibbs minimum

The same result follows without starting from equilibrium constants. Outside an ion the displacement is $e/(4\pi R^2)$, whatever the permittivity. The field energy is

$$\int_r^\infty\frac{1}{2\varepsilon_0\varepsilon}\left(\frac e{4\pi R^2}\right)^2 4\pi R^2\,dR=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\int_r^\infty\frac{dR}{R^2}=\frac{e^2}{8\pi\varepsilon_0\varepsilon r}.$$

The transfer energy is again $s/r$ in units of $kT$. Take $f$ and $b$ as independent variables, with $m=C-f-2b$ and $p=f+b$. At fixed volume the dimensionless Gibbs energy of the ideal solutes, up to a constant, is

$$g=\sum_{i=m,p,f,b}c_i(\ln c_i-1)+\alpha_f f+\alpha_b b+s\left[(u+v)f+ub\right].$$

The constants $\alpha_f,\alpha_b$ contain the standard free energies in water. The bracket is the Born cost: each fluoride comes with a proton and costs $1/r_H+1/r_F=u+v$; each bifluoride comes with a proton and costs $u$.

Because $d[c(\ln c-1)]/dc=\ln c$, the conditions for a minimum are

$$\alpha_f+s(u+v)+\ln\frac{pf}{m}=0,\qquad \alpha_b+su+\ln\frac{pb}{m^2}=0 .$$

As $s$ changes, both must stay satisfied. Differentiating them gives a linear response problem:

$$\begin{pmatrix}M_{ff}&M_{fb}\\M_{fb}&M_{bb}\end{pmatrix}\begin{pmatrix}df/ds\\db/ds\end{pmatrix}=-\begin{pmatrix}u+v\\u\end{pmatrix},$$

$$M_{ff}=\frac1m+\frac1p+\frac1f,\quad M_{fb}=\frac2m+\frac1p,\quad M_{bb}=\frac4m+\frac1p+\frac1b .$$

Cramer's rule gives

$$\frac{db}{ds}=\frac{-uM_{ff}+(u+v)M_{fb}}{\det M}=\frac{-u(1/f-1/m)+v(2/m+1/p)}{\det M}.$$

In the determinant, the terms $4/m^2$, $4/(mp)$ and $1/p^2$ cancel, which leaves

$$\det M=\frac1{mp}+\frac1{mb}+\frac4{mf}+\frac1{pb}+\frac1{pf}+\frac1{fb}.$$

Since $p=f+b$, the fourth and fifth terms add to $1/(fb)$. Hence

$$mfb\,\det M=\frac{fb}{p}+f+4b+2m=D .$$

Dividing $db/ds$ by $b$ and multiplying numerator and denominator by $mf$ reproduces equation (1).

This route also shows why $D$ is positive. For any small changes $\delta f,\delta b$, the quadratic form of $M$ is

$$\frac{(\delta f+2\delta b)^2}{m}+\frac{(\delta f+\delta b)^2}{p}+\frac{(\delta f)^2}{f}+\frac{(\delta b)^2}{b}>0 .$$

The Gibbs energy is convex, so its equilibrium is unique and stable.

Direct numerical minimization at permittivities 80, 50 and 35 agreed with mass action for $f$ and $b$ to within a relative difference of $2.1\times10^{-7}$.

## What each derivation assumes

Both rest on Born ions, ideal solutes and the same list of species. Their agreement checks the algebra, not these assumptions.

The first needs only the logarithmic slopes of two equilibrium constants. Measured slopes could replace $u$ and $v$, and equation (1) would survive even if the Born formula were poor. It does require that the constants depend on solvent alone, not on composition through activity coefficients.

The second needs more: an explicit free energy with ideal mixing, at fixed volume, whose solvent part does not change as the reactions proceed. In return it proves uniqueness and stability. Interactions between ions would enter as extra terms in $g$, changing both the minimum and the matrix $M$. In the first derivation the same physics would appear as activity coefficients. Neither derivation says anything about etch rates.

## Where suppression holds and where it reverses

For weak ionization, $f,b\ll m$ and $D\simeq2m$, so equation (1) becomes

$$\frac{d\ln b}{ds}\simeq-\frac12\left(u-\frac fp v\right).$$

The factor one half arises because the protons also become scarcer, which partly restores the balance. In this limit $m\simeq C$. Charge balance gives $p^2=K_am(1+K_bm)$, hence

$$b=\frac{K_2m^2}{p}\simeq\frac{K_2C^2}{\sqrt{K_aC(1+K_bC)}} .$$

At extreme dilution most HF is dissociated. Lower permittivity then creates molecular HF, one of the two partners needed for bifluoride, and $b=K_bmf$ can rise. With $b$ negligible, $p\simeq f$, and condition (2) becomes $u(m-f)>v(2f+m)$. For the radii used below, $u=10$ nm$^{-1}$ and $v=1.67$ nm$^{-1}$, so the boundary is $m=1.6f$. Then $K_a=f^2/m$ gives $f=1.6K_a$ and $C=2.6f\simeq4.2K_a=2.9$ mM. The full solution in water reverses at 2.90 mM. This boundary is for the first small addition of alcohol. It moves down as $K_a$ falls, so replacing half the water gives a net rise of bifluoride only below a total of about 0.94 mM.

A fluoride buffer removes the cause of suppression. Let a fully dissociated salt supply a concentration $F_s$ of fluoride, with few protons. Then $f\simeq F_s-b$, $m\simeq C-b$, and

$$K_b=\frac{b}{(C-b)(F_s-b)} .$$

The right-hand side grows with $b$, so a larger $K_b$ gives more bifluoride. With 1 M salt and half alcohol, $b$ rises by a factor 1.08. A trace of salt is not enough: in the 0.50 M bath, half alcohol still lowers $b$ when the added salt is below about 0.07 M.

Excess strong acid is the opposite limit. If it fixes $p=P$, then $b=K_2m^2/P$ and the full fall of $K_2$ is felt. With 1 M acid the remaining fraction is 0.123, against 0.122 for $K_2$ itself. But in water the acid has already reduced bifluoride to about $(7\times10^{-4})(4)(0.5)^2/1=0.7$ mM, so alcohol has less left to remove.

## From bifluoride to selectivity

Suppose each film $j$ etches at a rate

$$R_j=A_jm+B_jb,$$

with solvent-independent coefficients. This is a kinetic assumption, not a consequence of equilibrium. With $y=b/m$, the hafnia-to-silica selectivity is

$$S=\frac{A_h+B_hy}{A_s+B_sy},\qquad \frac{dS}{dy}=\frac{B_hA_s-A_hB_s}{(A_s+B_sy)^2}.$$

A fall in $y$ raises $S$ if and only if

$$\frac{B_s}{A_s}>\frac{B_h}{A_h}. \tag{3}$$

Silica must depend relatively more on bifluoride than hafnia does.

It remains to find when $y$ falls. Set $x_b=x_y+x_m$ in the two equations for $x_m$ from the first derivation:

$$\frac fp x_m=2x_y+u-\frac fp v,\qquad (m+2b)x_m=fv-(f+2b)x_y .$$

Multiply the first by $m+2b$ and the second by $f/p$, equate, and use $m+f+2b=C$:

$$\frac{d\ln y}{ds}=-\frac{(C-f)u-(f/p)Cv}{D}.$$

In water this changes sign at a total of only 0.168 mM. Between there and 2.90 mM, bifluoride rises with the first addition of alcohol, but molecular HF rises faster, so $y$ still falls.

When condition (3) holds, $S$ also has a ceiling. Because $p\ge b$, the relation $pb=K_2m^2$ implies $y\le\sqrt{K_2}$. As $K_2$ tends to zero, $y$ vanishes and $S$ tends to $A_h/A_s$. Alcohol cannot remove the attack on silica by molecular HF in this rate law.

## A worked bath

Take 298.15 K, $\varepsilon_w=80$, alcohol permittivity 20 and linear mixing by volume. In water $K_a=7.0\times10^{-4}$ M and $K_b=4.0$ M$^{-1}$. The radii are $r_H=r_B=0.20$ nm and $r_F=0.15$ nm. All are round model values.

Half alcohol has $\varepsilon=50$. With $\ell=28.02$ nm,

$$s=28.02\left(\frac1{50}-\frac1{80}\right)=0.210\ \mathrm{nm}.$$

Thus $K_a$ is multiplied by $e^{-0.210\times11.67}=0.086$ and $K_b$ by $e^{0.210\times1.67}=1.42$. The full balances leave a fraction $7.63/19.15=0.40$ of the bifluoride. Changing $K_a$ alone would leave 0.32; changing $K_b$ alone would raise bifluoride by a factor 1.23. This separates the two causes.

The weak-ionization formula gives 0.37. It sets $m=0.50$ M in both solvents, whereas the solution has 0.451 M in water and 0.482 M in the mixture. It therefore overestimates bifluoride more in water, which makes the ratio too small.

For the rates, choose $A_h=2$, $B_h=10$, $A_s=1$ and $B_s=200$, all in nm/min per M. In water,

$$R_s=0.451+200(0.01915)=4.28,\qquad R_h=2(0.451)+10(0.01915)=1.09\ \mathrm{nm/min}.$$

In half alcohol the rates are 2.01 and 1.04 nm/min. Silica slows by 53%, hafnia by 5%. The selectivity rises from 0.26 to 0.52, a gain of 2.03. The ceiling of 2.00 refers to $S$ itself, not to this gain. Removing 3 nm of hafnia costs 11.7 nm of equally exposed silica in water and 5.8 nm in half alcohol. At three-quarters alcohol the loss is 2.9 nm and $S$ is just above one.

Dilution alone does far less. Mixing the aqueous bath with an equal volume of water, with additive volumes, gives 0.25 M and $S=0.29$. An equal volume of alcohol gives the same molarity and $S=0.56$.

Condition (3) matters in practice. If silica instead has $A_s=10$ and $B_s=40$ nm/min per M, its ratio of 4 lies below hafnia's 5. The same loss of bifluoride then lowers $S$ slightly, from 0.207 to 0.203.

## How far the numbers can be trusted

The acid strength corresponds to roughly one percent HF by mass, and the permittivities are roughly those of water and a common light alcohol. The rate coefficients are illustrative. A hafnia rate near 1 nm/min suits a readily etched film; well-crystallized hafnia can be much slower, and an absolute selectivity cannot be carried from one film to another.

The remaining bifluoride fraction of 0.40 shifts as follows when one assumption is changed at a time:

- Ion activities in a Debye–Hückel estimate give 0.42.
- Halving $K_a$ again, as if only water could carry the proton, gives 0.29.
- A dipole energy for HF gives 0.46.
- Changing all radii by −20% or +20% gives 0.31 or 0.47.
- Cube-root mixing, with permittivity 43.3, gives 0.27.

Pairs of protons with bifluoride would be about 3% as abundant as free bifluoride in either solvent, which leaves the remaining fraction at 0.40. An assumed association constant of 0.5 M$^{-1}$ for H$_2$F$_3^-$ would make that ion 24% as abundant as bifluoride in half alcohol, though it would hold only about 1% of the fluorine. It lowers bifluoride by about 8% in both solvents, mainly through the charge balance. If this constant is the same in both solvents, the remaining bifluoride fraction is still 0.40, while the selectivity moves from 0.52 to 0.55 in half alcohol and from 0.26 to 0.27 in water, with no etching by the added ion. The gain stays near 2.0. Near an ion of radius 0.20 nm in water, the estimated field is 4.5 MV/cm and a 1.8 D dipole has an energy of 0.66 $kT$. In half alcohol the same estimate gives 1.05 $kT$. These values depend strongly on distance: at the surface of the 0.15 nm fluoride ion they are 1.17 and 1.87 $kT$, and at 0.34 nm they are 0.23 and 0.36 $kT$. Linear dielectric response in the first solvent shell is therefore uncertain in both solvents. Preferential solvation is not sized.

Real baths also break the assumption of fixed rate coefficients. If bifluoride attacks through a singly charged transition state of radius 0.30 nm, the Born energy multiplies its rate coefficient by $e^{s(1/0.20-1/0.30)}=1.42$. Applied to both films, this reduces the half-alcohol selectivity from 0.52 to 0.40, still above 0.26 in water. Changes of the surface sites could add to this and are not included. Diffusive supply is not limiting here: in the aqueous bath, where silica etches fastest, its estimated HF demand is 0.35% of the supply through a 100 µm layer.

For an unbuffered bath well above a few millimolar, the model thus supports adding alcohol when silica loss is driven mainly by bifluoride and hafnia removal is not. The numerical output lists the intermediate mixtures.

## Computed values

```
Temperature: 298.15 K; total HF: 0.50 M
Permittivity: water 80, alcohol 20 (no unit)
Water K_a: 7.0e-04 M; K_b: 4.0 1/M
Radii H+, F-, HF2-: 0.20, 0.15, 0.20 nm
Born length: 28.023 nm
Hafnia a, b: 2, 10 nm/min per M
Silica a, b: 1, 200 nm/min per M
Alcohol volume fraction 0.00: eps 80, s 0.0000 nm
  K_a 7.000e-04 M; K_b 4.000 1/M
  HF 0.4511 M; F- 10.611 mM
  HF2- 19.147 mM; H+ 29.758 mM
  hafnia 1.094, silica 4.280 nm/min
  selectivity 0.256; silica lost per 3 nm hafnia 11.74 nm
Alcohol volume fraction 0.25: eps 65, s 0.0808 nm
  K_a 2.726e-04 M; K_b 4.577 1/M
  HF 0.4664 M; F- 6.369 mM
  HF2- 13.596 mM; H+ 19.965 mM
  hafnia 1.069, silica 3.186 nm/min
  selectivity 0.336; silica lost per 3 nm hafnia 8.94 nm
Alcohol volume fraction 0.50: eps 50, s 0.2102 nm
  K_a 6.028e-05 M; K_b 5.678 1/M
  HF 0.4820 M; F- 2.789 mM
  HF2- 7.631 mM; H+ 10.419 mM
  hafnia 1.040, silica 2.008 nm/min
  selectivity 0.518; silica lost per 3 nm hafnia 5.79 nm
Alcohol volume fraction 0.75: eps 35, s 0.4504 nm
  K_a 3.657e-06 M; K_b 8.473 1/M
  HF 0.4945 M; F- 0.590 mM
  HF2- 2.473 mM; H+ 3.064 mM
  hafnia 1.014, silica 0.989 nm/min
  selectivity 1.025; silica lost per 3 nm hafnia 2.93 nm
Half alcohol, HF2- remaining: 0.399; weak formula 0.368
HF2- ratio if only K_a changes: 0.319; only K_b: 1.235
HF2- ratio with 1 M fluoride salt: 1.080
HF2- ratio with 1 M strong acid: 0.123; K2 ratio 0.122
HF total where HF2- slope reverses: 2.901 mM
HF total where HF2-/HF slope reverses: 0.168 mM
Selectivity gain at half alcohol: 2.027
Selectivity ceiling: 2.00
Other silica a, b: 10, 40 nm/min per M
  its selectivity: water 0.2073, half alcohol 0.2030
Selectivity at 0.25 M: water 0.286, half alcohol 0.562
Largest relative Gibbs-test error: 2.1e-07
Neglected effects at half alcohol (HF2- remaining unless stated):
Activities: 0.424; gamma 0.843 to 0.802
Ion pairs, contact 0.4 nm: K 2.66 1/M, K[H+] 0.028
Proton carried by water only, K_a halved: 0.285
HF dipole 1.8 D, cavity 0.15 nm: 0.458; shift 0.129 kT
All radii -20%: 0.313; +20%: 0.467
Cube-root mixing: eps 43.3, remaining 0.267
Field at 0.20 nm ion in water: 4.50 MV/cm; 1.8 D energy 0.66 kT
H2F3-/HF2- for assumed K = 0.5 1/M: 0.241
Transition-state radius 0.30 nm: b times 1.419, selectivity 0.405
HF demand/supply (27 cm3/mol, 1e-9 m2/s, 100 um): 3.5e-03
```
